Hydrogen chemical potential from the ideal H₂ gas

**Problem**

An oxide film exchanges hydrogen with H₂ gas at T = 298.15 K and p = 1 bar. The formation energy of a hydrogen impurity in the film contains the chemical potential μ_H of one hydrogen atom, which the gas fixes. The data for the molecule are

electronic energy at the equilibrium bond length: E_min = −31.901 eV
zero-point vibrational energy: 0.2706 eV
rotational temperature: θ = 84.99 K
mass: m = 3.3471 × 10⁻²⁷ kg

The rotational temperature is defined by E₁ − E₀ = 2kθ, where E₀ and E₁ are the energies of the lowest states with rotational quantum numbers J = 0 and J = 1.

(a) How far does μ_H lie from half the energy of H₂ at zero temperature?
(b) What is μ_H itself, on the energy scale of the data?
(c) How does the answer to (a) change for residual H₂ in a sputter chamber, 10⁻⁶ Torr at 298.15 K, and for a forming-gas anneal with 38 Torr of H₂ at 673 K?

The energies come from a full configuration-interaction calculation in the cc-pVTZ basis, followed by a numerical solution of the radial equation of the nuclei for each J. The finite basis and corrections to the Born-Oppenheimer approximation limit their accuracy. In the larger cc-pVQZ basis E_min is 0.040 eV lower, the zero-point energy 0.0004 eV lower and θ about 0.2 K higher. This changes the answer to (a) by less than 0.0001 eV. The answer to (a) depends on the mass and the rotational levels, but not on the absolute electronic energy.

**A tempting solution**

"An electronic-structure calculation has no temperature in it, so E_min is the energy at T = 0. Gas molecules translate and rotate besides. With the thermal wavelength

Λ = h/√(2πmkT) = 0.07122 nm

and the volume per molecule kT/p = 41.164 nm³, translation contributes the factor kT/(pΛ³) = 1.1397 × 10⁵. A linear rotor contributes T/θ = 298.15/84.99 = 3.508. One atom receives half the chemical potential of the molecule, so with kT = 0.025693 eV

μ_H − E_min/2 = −(kT/2) [ln(1.1397 × 10⁵) + ln 3.508]
= −0.012847 eV × (11.644 + 1.255)
= −0.166 eV.

Therefore μ_H = −15.950 − 0.166 = −16.116 eV."

**Where it fails**

There are two faults, of very different size.

The large one is the reference energy. E_min belongs to nuclei clamped at the bottom of the potential curve. Real nuclei cannot rest there. At T = 0 the molecule is in its vibrational ground state, and its energy is

E₀ = E_min + 0.2706 eV = −31.630 eV.

The words "without temperature" and "at zero temperature" thus describe two different energies. Per atom they differ by 0.2706/2 = 0.135 eV, nearly as much as the shift being sought.

The small fault is the factor T/θ, which counts rotational states as if the two protons could be told apart. Exchange symmetry removes half of these states, as shown below. The omission lowers the result by (kT/2) ln 2 = 0.009 eV.

**Solution**

**Why half of the molecular value.** Let n hydrogen atoms be in the film and N molecules in the gas. Their total number of atoms is fixed, so n + 2N is constant and dN = −dn/2. At fixed temperature and volumes the free energy changes by

dF = μ_H dn + μ_H₂ dN = (μ_H − μ_H₂/2) dn.

In equilibrium F is stationary, hence

μ_H = μ_H₂/2.

This requires a path by which hydrogen can pass between the gas and the film in both directions, for example by the splitting and re-forming of molecules at the surface. It does not require a noticeable number of free atoms in the gas.

**The gas.** For N identical, independent molecules with single-molecule partition function q,

F = −kT ln(q^N/N!).

Stirling's formula, ln N! ≈ N ln N − N, gives

F = −NkT ln q + kT (N ln N − N).

Differentiation with respect to N at fixed T and V gives −kT ln q from the first term and kT ln N from the second:

μ_H₂ = −kT ln(q/N).

Dividing by N! is correct when far more states are accessible than there are molecules. The number 1.14 × 10⁵ found above for kT/(pΛ³) shows that this holds here.

Energies are now measured from E₀, and the molecule stays in its vibrational ground state. Then

q = exp(−E₀/kT) q_tr z_rot.

**Translation.** In a cubic box of side a, motion along one edge has the energies h²j²/(8ma²), with j = 1, 2, 3, … From the definition of Λ, h²/(8mkT) = πΛ²/4, so the sum over states is

S = Σ exp(−πΛ²j²/(4a²)).

For a ≫ Λ the terms vary slowly. The integral over j from 0 to ∞ is a/Λ. A sum starting at j = 1 lacks the half-term that the trapezoidal rule assigns to j = 0, so

S ≈ a/Λ − 1/2.

For a = 20 nm, direct summation gives 280.3375, while a/Λ = 280.8375. The half is visible there and negligible in a macroscopic vessel. Three directions give q_tr = (a/Λ)³ = V/Λ³. With the ideal-gas law V/N = kT/p,

q_tr/N = kT/(pΛ³).

**Rotation.** Protons are fermions, so the molecular state must change sign when they are exchanged. The electronic and vibrational ground states are even under this exchange, and the rotational state contributes (−1)^J. Even J therefore needs the antisymmetric spin state of the protons, of which there is one. Odd J needs a symmetric spin state, of which there are three. Including spin, the sum is

Σ_even (2J+1) exp(−E_J/kT) + 3 Σ_odd (2J+1) exp(−E_J/kT),

with E_J measured from the J = 0 level.

Two free proton spins have 2 × 2 = 4 states. I divide this factor out of the gas and correspondingly drop the factor 2 for each proton in the film. The convention used here is therefore

z_rot = (1/4) Σ_even (2J+1) exp(−E_J/kT) + (3/4) Σ_odd (2J+1) exp(−E_J/kT).

If the factor were kept in the gas, μ_H would be lower by (kT/2) ln 4 = kT ln 2 = 0.018 eV. The free energy per hydrogen in the film would fall by the same amount, and the equilibrium would not move. Keeping it on one side alone is an error.

For a rigid rotor E_J = kθJ(J+1). Put x = θ/T and consider first the sum over all J,

A = Σ f(J), f(J) = (2J+1) exp[−xJ(J+1)].

With u = J(J+1) and du = (2J+1) dJ, its integral is ∫ exp(−xu) du = 1/x. The Euler-Maclaurin formula supplies the corrections:

A = 1/x + f(0)/2 − f′(0)/12 + f‴(0)/720 − …

Expansion of f about J = 0 gives f(0) = 1, f′(0) = 2 − x and f‴(0) = −12x + terms in x² and higher. The fifth derivative starts at order x². To first order in x,

A = 1/x + 1/2 − 1/6 + x/12 − x/60
= 1/x + 1/3 + x/15.

When T is well above θ, even and odd J each contribute nearly A/2. The weights 1/4 and 3/4 add to one, so

z_rot ≈ A/2 = (T/2θ) [1 + θ/(3T) + θ²/(15T²)].

The leading term T/(2θ) is the classical result, and its 2 is the symmetry number that the tempting solution left out.

**Answer to (a).** Collecting the factors,

μ_H = E₀/2 − (kT/2) ln[kT/(pΛ³) · z_rot].

With the classical value z_rot = 298.15/(2 × 84.99) = 1.754,

μ_H − E₀/2 = −0.012847 eV × (11.644 + 0.562) = −0.157 eV.

The correction series raises z_rot to 1.930, and the sum over the computed levels gives 1.936. The last difference, 0.3% of z_rot, combines the stretching of the rotating molecule, which lowers the higher levels, with the slight inequality of the even and odd sums and the omitted higher terms of the series. With the level sum,

μ_H − E₀/2 = −0.012847 eV × (11.644 + 0.660) = −0.158 eV.

Both values round to −0.16 eV. The classical rotor is 10% off in z_rot, but the logarithm and the factor kT/2 reduce this to about 0.001 eV.

**Answer to (b).** Half of E₀ is −15.815 eV, so

μ_H = −15.815 − 0.158 = −15.973 eV.

This absolute value belongs to the cc-pVTZ basis; in cc-pVQZ it is 0.020 eV lower. In a formation energy, the electronic energy of H₂ must therefore come from the same method as the energies of the film.

Measured from half the electronic minimum, the same chemical potential is

μ_H − E_min/2 = 0.135 − 0.158 = −0.023 eV.

The zero-point energy nearly cancels the thermal shift. The tempting solution placed μ_H 0.14 eV too low.

**A check with a film of finite capacity**

The relation μ_H = μ_H₂/2 can be tested without assuming it. Take a closed vessel with 10⁶ molecules, initially at 1 bar and 298.15 K, and a solid with M = 10⁶ equivalent sites. Each site holds at most one atom, with energy ε = −0.15 eV relative to E₀/2. The solid has the free energy

F_s = nε + kT [n ln(n/M) + (M − n) ln(1 − n/M)].

Direct minimization of the total free energy of gas and solid gives the occupation n/M = 0.39556. It is the same with proton spin counted on both sides and with it left out.

The formula for μ_H must predict this number. Differentiating F_s, with c = n/M, gives

μ_H − E₀/2 = ε + kT ln[c/(1 − c)],

and therefore

c = 1/{1 + exp[(ε − μ_H + E₀/2)/kT]}.

The film has absorbed 0.39556/2 = 0.198 of the molecules, so the gas pressure has fallen to 0.802 bar. This lowers the shift to −0.1581 + 0.01285 ln 0.802 = −0.1609 eV. The exponent is then (−0.1500 + 0.1609)/0.0257 = 0.42, and c = 0.396. Evaluated without intermediate rounding, the formula gives 0.39556, in agreement with the minimization.

**Why the shift is negative**

Thermal motion adds energy, yet μ_H falls. To see why, write Δ = μ_H₂ − E₀. Since Λ⁻³ varies as T^(3/2),

Δ = −kT ln(C T^(5/2) z_rot/p),

where C is independent of T and p. The entropy per molecule is s = −∂Δ/∂T at constant p:

s = k ln(C T^(5/2) z_rot/p) + 5k/2 + kT (dz_rot/dT)/z_rot.

Multiplication by T and addition of Δ cancel the logarithms:

Δ + Ts = 5kT/2 + kT² (dz_rot/dT)/z_rot = 5kT/2 + ⟨E_rot⟩.

The right side is the enthalpy per molecule above E₀. It consists of 3kT/2 for translation, kT for the product pV and the mean rotational energy. Per atom, half the enthalpy is +0.044 eV, while half the entropy term −Ts is −0.202 eV. Their sum is the shift of −0.158 eV. A molecule in the gas has so many states available that its free energy lies below E₀. In equilibrium, adding one atom to the film changes the film's free energy by μ_H, which therefore lies below E₀/2.

**Answer to (c): other gas conditions**

At fixed temperature, p enters only through the logarithm:

μ_H(p₂) − μ_H(p₁) = (kT/2) ln(p₂/p₁).

At 298.15 K this is 0.030 eV per decade. For the residual gas, with 1 bar = 750.1 Torr,

μ_H − E₀/2 = −0.158 + 0.01285 ln(10⁻⁶/750.1)
= −0.158 − 0.263 = −0.421 eV.

For the anneal, kT = 0.025693 × 673/298.15 = 0.0580 eV. The translational factor scales as T^(5/2)/p:

1.1397 × 10⁵ × (673/298.15)^(5/2) × (750.1/38) = 1.72 × 10⁷.

The series gives z_rot = 4.13 at this temperature, so

μ_H − E₀/2 = −0.0290 eV × (16.66 + 1.42) = −0.524 eV.

The level sum gives −0.525 eV. The room-temperature value of −0.16 eV is therefore no substitute for a calculation at process conditions.

For dilute hydrogen incorporated as single atoms, with its charge state, the Fermi level and all other energies held fixed, the concentration is proportional to exp(μ_H/kT). (Hydrogen dissolved as intact H₂ molecules follows exp(2μ_H/kT) instead, and the factors below would be squared.) Compared with a calculation at the same temperature that sets μ_H = E₀/2, the shift multiplies it by

standard state: 2.1 × 10⁻³
residual gas: 7.8 × 10⁻⁸
forming gas: 1.2 × 10⁻⁴

The anneal has the largest shift in eV but not the smallest factor, because the shift is divided by a larger kT.

**What the gas model leaves out**

Vibrational excitation lowers μ_H by less than 10⁻¹⁰ eV at 298.15 K and by about 4 × 10⁻⁶ eV at 673 K. The computed vibrational quantum, 0.517 eV, is large compared with kT in both cases. The calculation also assumes that even-J and odd-J molecules interconvert. Freezing their ratio at 1:3 raises the free energy per atom, averaged over the two species, by 2 × 10⁻⁸ eV at 298.15 K; taken separately, the even-J and odd-J values per atom shift by about −4 × 10⁻⁵ and +1 × 10⁻⁵ eV.

For the finite size of the molecules, take hard spheres of rough diameter d = 0.3 nm. To first order in density the volume per molecule is kT/p + B, with B = 2πd³/3. Since ∂μ_H₂/∂p equals that volume, the correction per atom is Bp/2, or 2 × 10⁻⁵ eV at 1 bar. Attraction between the molecules, which hard spheres lack, makes it smaller still at room temperature.

Thermal dissociation is also negligible. The calculated equilibrium pressure of free atoms is about 5 × 10⁻³³ Torr in the standard state and 10⁻¹² Torr in the anneal. Errors in the dissociation energy enter these pressures exponentially, so only their orders of magnitude are meaningful. In cc-pVQZ the dissociation energy rises from 4.429 to 4.462 eV and the standard-state pressure falls to 2.5 × 10⁻³³ Torr; the measured 4.478 eV gives about 2 × 10⁻³³ Torr.

At low temperature the classical rotor fails. As T falls below θ, T/(2θ) tends to zero, whereas z_rot tends to 1/4, the weight of the J = 0 state. A real gas at fixed pressure also condenses on cooling, so the formula cannot be followed down to T = 0, although E₀ remains a well-defined reference.

**Vibrations in the film**

An omission larger than these gas corrections lies in the solid. Hydrogen bound to oxygen has one stretching and two bending modes. With rough wavenumbers of 3500, 900 and 900 cm⁻¹ and the host atoms held fixed, its zero-point energy is about 0.33 eV, roughly twice the size of the gas shift in the standard state.

A formation energy is the energy of the film with hydrogen, minus that of the film without it, minus μ_H. If μ_H contains the zero-point energy of H₂ but the film energy lacks that of the bound atom, the result is about 0.33 eV too low. If zero-point energy is omitted on both sides, the error shrinks to about 0.33 − 0.14 = 0.19 eV. It does not vanish, because the bound atom vibrates in three stiff modes and half a molecule has only half of one. The thermal part of these vibrations adds about −0.001 eV at 298.15 K and −0.02 eV at 673 K. These values depend on the assumed wavenumbers: with both bending modes at 600 cm⁻¹, the zero-point energy is 0.29 eV and the thermal part at 673 K is −0.04 eV. For a real film the modes must be calculated.

**Application to a real film**

For a real oxide film, four assumptions need care.

First, hydrogen can act as a donor, and then the Fermi level does not stay fixed. Suppose that hydrogen is the only donor, is fully ionized, and the electrons are non-degenerate in both cases being compared, including the reference μ_H = E₀/2 with its higher hydrogen content. The hydrogen concentration is then proportional to exp[(μ_H − E_F)/kT] and the electron concentration to exp(E_F/kT). Their product is proportional to exp(μ_H/kT). Charge neutrality makes the two concentrations equal, so each varies as exp[μ_H/(2kT)]. The forming-gas factor then becomes √(1.2 × 10⁻⁴) = 0.011 instead of 1.2 × 10⁻⁴. At higher electron densities the reference case becomes degenerate and the factor grows. For a parabolic band with an effective mass of 0.3 electron masses and 10¹⁸ electrons per cm³ after the anneal, it is about 0.02.

Second, a film near room temperature may exchange hydrogen too slowly to reach equilibrium. Its hydrogen content then reflects its history, and the value for the residual gas describes the gas but not necessarily the film.

Third, a sputter plasma can supply free atoms. Their chemical potential varies as kT ln p, without the factor 1/2. If atoms at 10⁻⁶ Torr and 298.15 K controlled the exchange, μ_H would exceed its standard-state value by

0.0257 eV × ln[10⁻⁶/(5 × 10⁻³³)] ≈ 1.6 eV.

It would then lie about 1.4 eV above E₀/2. Such a change of source outweighs every correction to the ideal H₂ gas considered above.

Fourth, water vapour and oxygen can also exchange atoms with the film. If they control the exchange, the equilibrium condition is μ_H = (μ_H₂O − μ_O)/2, and the pressure of H₂ alone does not fix μ_H. The values in (c) apply when the film is in equilibrium with the H₂ gas.

The numerical output below lists the cc-pVTZ values used here.

Computed results

```
H2 molecule, full CI / cc-pVTZ
equilibrium bond length: 0.07426 nm
electronic minimum energy: -31.9009 eV
zero-point vibrational energy: 0.2706 eV
E0 including zero-point energy: -31.6303 eV
half of E0: -15.8152 eV
dissociation energy from E0: 4.429 eV
vibrational quantum: 0.5166 eV
rotational temperature theta: 84.99 K
Standard state
temperature: 298.15 K
pressure 1 bar: 750.1 Torr
kT: 0.025693 eV
mass of H2: 3.3471e-27 kg
thermal wavelength L: 0.07122 nm
volume per molecule kT/p: 41.164 nm^3
translational factor kT/(p L^3): 1.1397e+05
box sum, 20 nm, one direction: 280.3375
a/L for the same box: 280.8375
z_rot classical T/(2 theta): 1.7540
z_rot with series corrections: 1.9302
z_rot from computed levels: 1.9356
mu_H - E0/2, classical rotation: -0.1568 eV
mu_H - E0/2, level sum: -0.1581 eV
enthalpy part per H: 0.0439 eV
entropy part -Ts per H: -0.2019 eV
mu_H - half electronic minimum: -0.0228 eV
proton-spin term -kT ln2 per H: -0.0178 eV
change per decade of pressure: 0.0296 eV
site occupation, minimized F: 0.39556
site occupation, from mu_H: 0.39556
Process conditions
sputter residual H2 pressure: 1.0e-06 Torr
mu_H - E0/2, residual H2, 298.15 K: -0.4206 eV
forming-gas H2 pressure: 38.0 Torr
forming-gas temperature: 673 K
mu_H - E0/2, forming gas: -0.5246 eV
concentration factor, standard: 2.13e-03
concentration factor, residual: 7.77e-08
concentration factor, forming gas: 1.18e-04
Neglected effects, per H
vibrational excitation, 298.15 K: -2.4e-11 eV
vibrational excitation, 673 K: -3.9e-06 eV
frozen 3:1 ortho-para ratio: 1.8e-08 eV
molecular volume, 0.3 nm sphere, 1 bar: 1.8e-05 eV
atomic H pressure, standard: 4.7e-33 Torr
atomic H pressure, forming gas: 1.4e-12 Torr
bound-H wavenumbers: 3500 900 900 cm^-1
bound-H zero-point energy: 0.329 eV
same minus half that of H2: 0.193 eV
bound-H thermal part, 298.15 K: -0.0007 eV
bound-H thermal part, 673 K: -0.0183 eV
```
